# The lucky-electron ionisation exponent: two derivations and their limits: a numerical check

```python
"""Lucky-electron ionisation: the result under test is
    P = exp(-(1/qF) * integral_0^Ei dE/lambda(E)) -> exp(-Ei/(q F lambda)),
the probability that an electron starting at rest in a field F reaches the
threshold energy Ei without a phonon collision; lambda is the mean free path.
Also tested: ionisation coefficients alpha (ionisations per drift length) built
on P, and the condition q F lambda << Er (Er = phonon energy) for their use.
Energies in eV, lengths in nm, fields in MV/cm unless a comment says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)
VOLT_PER_NM = 0.1        # 1 MV/cm expressed in V/nm
PER_CM = 1.0e7           # 1/nm expressed in 1/cm


def total_loss_alpha(field, path, threshold):
    """alpha in 1/nm when every collision returns the electron to rest."""
    return 1.0 / (path * np.expm1(threshold / (field * VOLT_PER_NM * path)))


def simulate(gain, phonon, threshold, occupation=0.0, impact_ratio=0.0,
             cap=None, electrons=16000, steps=1700, burn_in=400):
    """3D Monte Carlo, parabolic band, constant mean free path, isotropic
    scattering. gain = q F lambda. The scaled velocity w obeys E = |w|^2.
    Null collisions make the total rate constant. Above threshold the impact
    rate is impact_ratio times the phonon rate; reaching cap always ionises.
    Returns ionisations per eV taken from the field, count, net phonons/count."""
    cap = threshold if cap is None else cap
    w_max = np.sqrt(cap)
    kick = gain / (2.0 * w_max * (1.0 + impact_ratio))
    absorb_share = occupation / (2.0 * occupation + 1.0)
    w_par = np.zeros(electrons)
    w_perp2 = np.zeros(electrons)
    energy = np.zeros(electrons)
    field_energy, ionisations, net_phonons = 0.0, 0, 0
    for step in range(steps):
        w_par = w_par + kick * rng.standard_exponential(electrons)
        end = np.minimum(w_par**2 + w_perp2, cap)
        gained = np.sum(end - energy)
        speed = np.sqrt(end)
        draw = rng.random(electrons) * w_max * (1.0 + impact_ratio)
        hit = (draw < speed) & (end < cap)
        absorbs = rng.random(electrons) < absorb_share
        take = hit & absorbs
        emit = hit & ~absorbs & (end > phonon)
        soft_impact = ((draw >= speed) & (draw < speed * (1.0 + impact_ratio))
                       & (end >= threshold))
        energy = end + phonon * take - phonon * emit
        changed = take | emit
        cosine = 2.0 * rng.random(electrons) - 1.0
        w_par = np.where(changed, cosine * np.sqrt(energy), w_par)
        w_perp2 = np.where(changed, energy * (1.0 - cosine**2), w_perp2)
        impact = soft_impact | (energy >= cap)
        w_par[impact] = 0.0
        w_perp2[impact] = 0.0
        energy[impact] = 0.0
        if step >= burn_in:
            field_energy += gained
            ionisations += int(impact.sum())
            net_phonons += int(emit.sum()) - int(take.sum())
    assert ionisations > 100
    return ionisations / field_energy, ionisations, net_phonons / ionisations


# Survival exponent: time integral against energy integral (atomic units),
# for a nonparabolic band E(1 + aE) = k^2/(2m) and an energy-dependent rate.
mass_au, nonparab, top_au = 0.3, 0.5, 0.044


def band_energy(k):
    return (np.sqrt(1 + 2 * nonparab * k**2 / mass_au) - 1) / (2 * nonparab)


def rate(e):
    return 0.01 * np.sqrt(e) * (1 + 20 * e)


def velocity(e):
    k = np.sqrt(2 * mass_au * e * (1 + nonparab * e))
    return k / (mass_au * (1 + 2 * nonparab * e))


k_top = np.sqrt(2 * mass_au * top_au * (1 + nonparab * top_au))
survival_rows = []
for field_au in (6.0e-5, 1.2e-4):
    in_time = quad(lambda t: rate(band_energy(field_au * t)),
                   0, k_top / field_au)[0]
    in_energy = quad(lambda e: rate(e) / velocity(e), 0, top_au)[0] / field_au
    assert abs(in_time / in_energy - 1) < 1e-6
    survival_rows.append((field_au, in_time, in_energy))
assert abs(survival_rows[0][1] / survival_rows[1][1] - 2) < 1e-6

# Silicon-like example, rough typical values
Ei, Er, path, temperature = 1.2, 0.063, 7.0, 300.0
fields = (0.2, 0.3, 0.4)

# Total-loss coefficient against sampled flights
sampled_rows = []
for field, tolerance in ((0.3, 0.05), (1.0, 0.01)):   # set by counting noise
    reach = Ei / (field * VOLT_PER_NM)
    flights = rng.exponential(path, 2_000_000)
    sampled = np.sum(flights >= reach) / np.sum(np.minimum(flights, reach))
    formula = total_loss_alpha(field, path, Ei)
    assert abs(sampled / formula - 1) < tolerance
    sampled_rows.append((field, sampled * PER_CM, formula * PER_CM))

# Cold lattice, Ei = 2 Er: every collision leaves the electron below Er.
# The formula is leading order in gain/Er, hence the 10 percent tolerance.
transverse = quad(lambda c: 1 / (1 + 0.5 * (1 - c**2) * np.log(2.0)), 0, 1)[0]
cold_rows = []
for gain in (0.18, 0.25):                    # energies in units of Er
    p_lucky = transverse * np.exp(-1.0 / gain)
    formula = p_lucky / (2.0 * p_lucky + (1 - p_lucky))
    simulated, count, _ = simulate(gain, 1.0, 2.0)
    assert abs(simulated / formula - 1) < 0.10
    cold_rows.append((gain, simulated, formula, count))

# Forward scattering only: chance to reach Ei from Er before falling below Er
gain, top = 0.4, 2.8                         # energies in units of Er
trials = 2_000_000
energy = np.ones(trials)
successes = 0
while energy.size:
    energy = energy + rng.exponential(gain, energy.size)
    successes += int(np.sum(energy >= top))
    energy = energy[energy < top] - 1.0
    energy = energy[energy >= 1.0]
forward_sampled = successes / trials
no_collision = np.exp(-(top - 1) / gain)
forward_formula = no_collision / (1 - (top - 2) / gain * np.exp(-1 / gain))
assert abs(forward_sampled / forward_formula - 1) < 0.03

# Silicon-like Monte Carlo with the same mean free path
kT = const.k * temperature / const.e
occupation = 1 / np.expm1(Er / kT)
silicon_rows = []
for field in fields:
    force = field * VOLT_PER_NM
    per_ev, count, phonons = simulate(force * path, Er, Ei, occupation)
    balance = 1 / (Ei + phonons * Er)
    assert abs(per_ev / balance - 1) < 0.02
    silicon_rows.append((field, per_ev * force * PER_CM, count, phonons))
inverse_span = 1 / fields[0] - 1 / fields[-1]
slope = np.log(silicon_rows[-1][1] / silicon_rows[0][1]) / inverse_span
apparent_path = Ei / (slope * VOLT_PER_NM)

# Other neglected effects at 0.3 MV/cm
mid = 0.3
force = mid * VOLT_PER_NM
impact_ratio = 0.1
soft_per_ev, soft_count, _ = simulate(force * path, Er, Ei, occupation,
                                      impact_ratio, cap=3 * Ei)
soft_alpha = soft_per_ev * force * PER_CM
hot_temperature = 400.0
hot_occupation = 1 / np.expm1(Er * const.e / (const.k * hot_temperature))
hot_path = path * (2 * occupation + 1) / (2 * hot_occupation + 1)
hot_alpha = total_loss_alpha(mid, hot_path, Ei) * PER_CM
band_mass, tunnel_mass, gap = 0.3, 0.2, 1.12
speed_top = np.sqrt(2 * Ei * const.e / (band_mass * const.m_e))
broadening = const.hbar * speed_top / (path * 1e-9) / const.e
tunnel_exponent = (4 * np.sqrt(2 * tunnel_mass * const.m_e)
                   * (gap * const.e)**1.5
                   / (3 * const.hbar * const.e * mid * 1e8))
edge_field = Er / (path * VOLT_PER_NM)
edge_alpha = total_loss_alpha(edge_field, path, Ei) * PER_CM

print("SURVIVAL EXPONENT, nonparabolic band (atomic units)")
for f, a, b in survival_rows:
    print(f"field {f:.1e}: time integral {a:.5f}, energy integral {b:.5f}")
print("TOTAL-LOSS MODEL, silicon parameters")
for f, a, b in sampled_rows:
    print(f"F {f:.1f} MV/cm: alpha sampled {a:.4g}, formula {b:.4g} 1/cm")
print("COLD LATTICE, Ei = 2 Er; alpha in units of qF/Er")
print(f"transverse constant C = {transverse:.4f}")
for g, a, b, n in cold_rows:
    print(f"qF*lambda/Er {g:.2f}: simulated {a:.3e}, formula {b:.3e}, "
          f"events {n}")
print("FORWARD SCATTERING, Ei = 2.8 Er, qF*lambda = 0.4 Er")
print(f"success sampled {forward_sampled:.5f}, formula {forward_formula:.5f}")
print(f"success without any collision {no_collision:.5f}")
print("SILICON EXAMPLE")
print(f"Ei {Ei} eV, Er {Er} eV, lambda {path} nm, T {temperature:.0f} K")
print(f"phonon occupation {occupation:.4f}")
print(f"Ei/(q lambda) = {Ei / (path * VOLT_PER_NM):.3f} MV/cm")
for field in fields:
    force = field * VOLT_PER_NM
    exponent = Ei / (force * path)
    print(f"F {field} MV/cm: d {Ei / force:.1f} nm, exponent {exponent:.3f}, "
          f"P {np.exp(-exponent):.3e}")
    print(f"  qF*lambda {force * path:.3f} eV, ratio to Er "
          f"{force * path / Er:.2f}, "
          f"alpha {total_loss_alpha(field, path, Ei) * PER_CM:.3e} 1/cm")
print("MONTE CARLO, same lambda, phonon loss Er, hard threshold")
for field, alpha, count, phonons in silicon_rows:
    ratio = alpha / (total_loss_alpha(field, path, Ei) * PER_CM)
    print(f"F {field} MV/cm: alpha {alpha:.3e} 1/cm, ratio to lucky "
          f"{ratio:.2f}")
    print(f"  net phonons per ionisation {phonons:.1f}, events {count}")
print(f"1/F slope of ln alpha, 0.2 to 0.4 MV/cm: {slope:.3f} MV/cm")
print(f"apparent lambda from that slope: {apparent_path:.2f} nm")
print("OTHER NEGLECTED EFFECTS at 0.3 MV/cm")
print(f"soft threshold, impact/phonon rate {impact_ratio}: "
      f"alpha {soft_alpha:.3e} 1/cm, events {soft_count}")
print(f"lucky model at {hot_temperature:.0f} K: lambda {hot_path:.2f} nm, "
      f"alpha {hot_alpha:.3e} 1/cm")
print(f"collision broadening at Ei, mass {band_mass} m_e: "
      f"{broadening:.3f} eV")
print(f"tunnelling exponent, gap {gap} eV, mass {tunnel_mass} m_e: "
      f"{tunnel_exponent:.1f}")
print(f"field where qF*lambda = Er: {edge_field:.3f} MV/cm")
print(f"lucky alpha at that field: {edge_alpha:.2e} 1/cm")
print("tests ok")
```

Printed output:

```
SURVIVAL EXPONENT, nonparabolic band (atomic units)
field 6.0e-05: time integral 4.16376, energy integral 4.16376
field 1.2e-04: time integral 2.08188, energy integral 2.08188
TOTAL-LOSS MODEL, silicon parameters
F 0.3 MV/cm: alpha sampled 4694, formula 4728 1/cm
F 1.0 MV/cm: alpha sampled 3.143e+05, formula 3.138e+05 1/cm
COLD LATTICE, Ei = 2 Er; alpha in units of qF/Er
transverse constant C = 0.8184
qF*lambda/Er 0.18: simulated 3.146e-03, formula 3.154e-03, events 4085
qF*lambda/Er 0.25: simulated 1.469e-02, formula 1.477e-02, events 26501
FORWARD SCATTERING, Ei = 2.8 Er, qF*lambda = 0.4 Er
success sampled 0.01335, formula 0.01329
success without any collision 0.01111
SILICON EXAMPLE
Ei 1.2 eV, Er 0.063 eV, lambda 7.0 nm, T 300 K
phonon occupation 0.0958
Ei/(q lambda) = 1.714 MV/cm
F 0.2 MV/cm: d 60.0 nm, exponent 8.571, P 1.894e-04
  qF*lambda 0.140 eV, ratio to Er 2.22, alpha 2.707e+02 1/cm
F 0.3 MV/cm: d 40.0 nm, exponent 5.714, P 3.299e-03
  qF*lambda 0.210 eV, ratio to Er 3.33, alpha 4.728e+03 1/cm
F 0.4 MV/cm: d 30.0 nm, exponent 4.286, P 1.376e-02
  qF*lambda 0.280 eV, ratio to Er 4.44, alpha 1.994e+04 1/cm
MONTE CARLO, same lambda, phonon loss Er, hard threshold
F 0.2 MV/cm: alpha 4.934e+03 1/cm, ratio to lucky 18.23
  net phonons per ionisation 624.4, events 9365
F 0.3 MV/cm: alpha 5.465e+04 1/cm, ratio to lucky 11.56
  net phonons per ionisation 68.1, events 115237
F 0.4 MV/cm: alpha 1.440e+05 1/cm, ratio to lucky 7.22
  net phonons per ionisation 25.0, events 343035
1/F slope of ln alpha, 0.2 to 0.4 MV/cm: 1.350 MV/cm
apparent lambda from that slope: 8.89 nm
OTHER NEGLECTED EFFECTS at 0.3 MV/cm
soft threshold, impact/phonon rate 0.1: alpha 2.539e+04 1/cm, events 27354
lucky model at 400 K: lambda 6.03 nm, alpha 2.186e+03 1/cm
collision broadening at Ei, mass 0.3 m_e: 0.112 eV
tunnelling exponent, gap 1.12 eV, mass 0.2 m_e: 120.7
field where qF*lambda = Er: 0.090 MV/cm
lucky alpha at that field: 7.63e-03 1/cm
tests ok
```
